Zero-point and thermal gap shift in a one-oscillator model

**Problem**

In many semiconductors, lattice vibrations reduce the band gap. In a one-oscillator model all the vibrations that matter share the phonon energy ħω = 50 meV. At zero temperature the gap lies 60 meV below the gap of a motionless lattice, so the shift is ΔE(0) = −60 meV. What is the total shift ΔE at 300 K, measured from the same motionless lattice, and how much of it appears on warming from 0 to 300 K?

The volume is held fixed, the vibrations are harmonic and in thermal equilibrium, the gap follows the instantaneous atomic positions (the adiabatic assumption), and neither the phonon energy nor the coupling changes with temperature. A negative shift means a smaller gap.

**A tempting solution**

The shift at T = 0 comes from zero-point motion. At 300 K there are also thermally excited phonons, whose mean number is the Bose occupation

n = 1/(exp(ħω/k_BT) − 1).

With k_BT = 25.852 meV, the exponent is 50/25.852 = 1.9341 and its exponential is 6.9177, so

n = 1/(6.9177 − 1) = 0.1690.

If each phonon shifts the gap by as much as the zero-point motion does, then

ΔE = ΔE(0)(1 + n) = −60 × 1.1690 = −70.1 meV. (wrong)

The formula gives the right value at T = 0 and a gap that shrinks on heating, so neither of these checks exposes the error.

**Where it fails**

The occupation is correct. The fault is the assumption that one phonon counts as much as the zero-point motion. The energy of an oscillator in level m is ħω(m + ½), so the zero-point motion carries half a quantum and each phonon adds a whole one. If the gap shift follows the vibrational energy, a phonon must count twice as much as the zero-point motion. It remains to show that the shift does follow that energy.

**From displacement to gap shift**

Take first a single mode with dimensionless displacement q and momentum p, where [q, p] = i and

H = (ħω/2)(p² + q²).

Let the gap follow the instantaneous atomic positions, and expand it to second order:

E_g(q) = E_static + bq + cq².

Here E_static is the gap at q = 0, and b and c are energies. The shift is the thermal average of the last two terms.

To average them, write q = (a + a†)/√2, where a and a† lower and raise the level by one and aa† = a†a + 1. In level m the average of q vanishes, because a and a† both lead to a different level. Squaring gives

q² = (a² + a†² + aa† + a†a)/2.

The first two terms change the level by two and have no average. The others give (m + 1 + m)/2, so

⟨q⟩_m = 0, ⟨q²⟩_m = m + ½.

The linear coupling b therefore drops out of the average shift, whatever its size. One phonon raises ⟨q²⟩ from ½ to 3/2, an increase of twice the zero-point value. This is the factor of two missing above.

At temperature T, level m has a weight proportional to yᵐ, with y = exp(−ħω/k_BT). The geometric series and its derivative give

Σ yᵐ = 1/(1 − y), Σ m yᵐ = y/(1 − y)².

Their ratio is the mean level number:

⟨m⟩ = y/(1 − y) = 1/(1/y − 1) = n.

Hence ⟨q²⟩ = n + ½, and

ΔE(T) = c(n + ½).

At T = 0 the occupation vanishes, so ΔE(0) = c/2. Substituting c = 2ΔE(0) gives

ΔE(T) = ΔE(0)(2n + 1).

With x = ħω/k_BT, the factor can be put in another form:

2n + 1 = 2/(eˣ − 1) + 1 = (eˣ + 1)/(eˣ − 1) = coth(x/2).

The last step divides numerator and denominator by exp(x/2).

**The numbers**

The zero-temperature shift fixes the coefficient:

c = 2 × (−60) = −120 meV.

At 300 K,

2n + 1 = 2 × 0.1690 + 1 = 1.3380,

ΔE(300 K) = −60 × 1.3380 = −80.28 meV.

The total shift is about −80 meV, or −0.080 eV. The part that appears on warming is

ΔE(300 K) − ΔE(0) = −80.28 − (−60) = −20.28 meV,

about −20 meV. The wrong solution found half of this thermal part.

The two answers serve different comparisons. A gap calculated with the atoms fixed at their equilibrium positions contains no vibrational shift, so within this model it must be lowered by 80 meV before it is compared with a gap at 300 K. A gap measured near absolute zero already contains the −60 meV, and from there to 300 K it falls by a further 20 meV.

The numerical output gives an independent check: the oscillator was diagonalized on a grid and the gap averaged with Boltzmann weights, without the Bose formula. The result agrees with the formula at every temperature listed.

**What the one oscillator stands for**

The model cannot be read literally as one mode with c = −120 meV. When an electron is excited across the gap, the gap energy is added to the potential in which the atoms move. The coefficient of q² in the excited state is then

ħω/2 + c = 25 − 120 = −95 meV.

It is negative, so that mode would have no stable equilibrium in the excited state. The oscillator has to represent many modes of equal energy, each weakly coupled.

For N such modes the quadratic part of the gap contains terms c_s q_s² and cross terms proportional to q_s q_t. Independent modes have ⟨q_s q_t⟩ = ⟨q_s⟩⟨q_t⟩ = 0 for s ≠ t, so the cross terms average to zero. The diagonal terms add up to

ΔE(T) = (Σ c_s)(n + ½).

This is the earlier law with c = Σ c_s. The two-mode case in the numerical output includes a cross term and again gives −80.28 meV. It tests only this average, since two modes that share c = −120 meV are still unstable in the excited state. For stability, the cross terms must also be weak enough that no combination of the modes acquires a negative coefficient.

Weak coupling also allows a thermodynamic derivation. Let the modes share the coupling equally, c_s = c/N, and leave out the linear and cross terms. In the excited state, each mode has the Hamiltonian

H′ = (ħω/2)p² + (ħω/2 + c_s)q².

Its phonon energy is twice the square root of the product of the two coefficients:

ε′ = ħω√(1 + 2c_s/ħω) ≈ ħω + c_s.

The free energy of a mode with phonon energy ε is

F(ε) = ε/2 + k_BT ln(1 − exp(−ε/k_BT)).

Its derivative is

dF/dε = ½ + exp(−ε/k_BT)/(1 − exp(−ε/k_BT)) = ½ + n.

To first order in c_s, excitation changes the free energy of N modes by N c_s(n + ½) = c(n + ½), which is the same shift. The next term is proportional to N c_s² = c²/N and vanishes as N grows. The computed free-energy change at 300 K is −80.430 meV for 1000 modes and −80.293 meV for 10000, approaching −80.28 meV as expected. Linear terms b_s q_s would add the relaxation energy of the excited lattice, −Σ b_s²/(2ħω) for weak coupling, which need not vanish as N grows. The gap averaged at instantaneous atomic positions does not contain this energy.

**Low and high temperature**

When k_BT is much smaller than ħω, n ≈ exp(−ħω/k_BT) and the thermal part is exponentially small. At 100 K the total is −60.36 meV, so warming from absolute zero has changed the gap by less than 1 meV. The vibration is frozen in its ground state, but its zero-point shift remains.

When k_BT is much larger than ħω, x is small. Expanding the hyperbolic functions with z = x/2 gives

coth z ≈ (1 + z²/2)/(z(1 + z²/6)) ≈ (1/z)(1 + z²/3).

Therefore

ΔE(T) ≈ ΔE(0)(2k_BT/ħω)[1 + (ħω/k_BT)²/12].

The leading term is the classical result. Equipartition sets (ħω/2)⟨q²⟩ = k_BT/2, so ⟨q²⟩ = k_BT/ħω, and multiplying by c = 2ΔE(0) gives that term.

Within the model, this limit would have exposed the wrong formula. At high temperature n ≈ k_BT/ħω − ½, so ΔE(0)(1 + n) grows with a slope ΔE(0)k_B/ħω, half the classical value.

The classical result is itself a poor estimate at 300 K. It gives

−120 × 25.852/50 = −62.04 meV,

which is 18 meV smaller in magnitude than the quantum result. Room temperature is not high for this vibration, since ħω is almost twice k_BT. At 3000 K the two results are −620.4 and −622.4 meV and differ by about 0.3% of the quantum value. That temperature serves to check the limit; a real crystal could not be expected to keep the assumptions of the model there.

The classical line has no constant term. The true curve approaches this line at high temperature, and the line extended to T = 0 meets the gap of the motionless lattice. The true curve ends 60 meV lower. Within this model, the distance between the two points is the size of the zero-point shift. A tangent drawn at a finite temperature gives only part of it: at 900 K the tangent still meets T = 0 about 13 meV below the gap of the motionless lattice.

**How far the result can be carried**

The factor 2n + 1 depends on ħω and T through their ratio alone. A phonon energy of 25 meV at 300 K therefore gives the same factor as 50 meV at 600 K. With the same zero-point shift of −60 meV, the total would be −134 meV instead of −80 meV. The zero-point shift does not fix the room-temperature shift until the phonon energy is known.

For the same reason, a solid with several important phonon energies needs a separate occupation n_s for each mode:

ΔE(T) = Σ c_s(n_s + ½).

The coefficients may differ in sign. Contributions that partly cancel at T = 0 need not cancel to the same degree at 300 K, because modes of low energy are populated first. Whatever the signs, above T = 0 modes of different energy have different factors 2n_s + 1, so no common factor multiplies all the contributions.

The other conditions are those set at the start. At constant pressure, both zero-point motion and heating change the volume from that of the motionless lattice, and the resulting gap changes must be added to the total shift. Anharmonic vibrations change ⟨q²⟩ and can make ⟨q⟩ nonzero, in which case the linear coupling b contributes again. Large displacements bring in terms of the gap beyond q². The adiabatic assumption is also a real limit. In second-order perturbation theory, virtual emission of a phonon enters with weight n + 1 and absorption with weight n. The two combine to 2n + 1 only when the electronic energy differences involved are large compared with ħω. In a polar semiconductor, the long-range coupling to longitudinal optical phonons connects a band-edge state to states within about ħω of it. For a parabolic band and weak coupling the absorption term then contributes almost nothing to the shift, and that part of the shift grows close to 1 + n rather than 2n + 1. The value of −80 meV holds for a fixed volume, harmonic modes of one energy and a gap that follows the atoms adiabatically and is quadratic in the displacements.

Calculated quantities

```
Phonon energy: 50.0 meV
Shift at zero temperature: -60.0 meV
Temperature: 300 K
Boltzmann constant: 0.086173 meV/K
kB T at 300 K: 25.852 meV
hw/(kB T) at 300 K: 1.9341 (no unit)
exp(hw/(kB T)) at 300 K: 6.9177 (no unit)
Occupation n, formula: 0.1690 (no unit)
Occupation n, explicit sum: 0.1690 (no unit)
Factor 2n+1 at 300 K: 1.3380 (no unit)
Quadratic coefficient c: -120.00 meV
Total shift at 300 K, formula: -80.28 meV
Total shift at 300 K, grid average: -80.28 meV
Total shift at 300 K, main result: -0.0803 eV
Change from 0 to 300 K: -20.28 meV
Two-mode shift at 300 K: -80.28 meV
One literal mode, excited q^2 coefficient: -95.0 meV
Free-energy shift, 1000 modes: -80.430 meV
Free-energy shift, 10000 modes: -80.293 meV
Classical shift at 300 K: -62.04 meV
Classical shift at 3000 K: -620.4 meV
Quantum shift at 3000 K: -622.4 meV
Temperature (K), grid shift (meV), formula shift (meV):
   0     -60.00     -60.00
 100     -60.36     -60.36
 200     -66.98     -66.98
 300     -80.28     -80.28
 400     -96.75     -96.75
 600    -133.61    -133.61
 900    -192.54    -192.54
```
